# Why a shallow donor's second electron needs two exponents

**Question**

I am modelling hydrogen as a shallow donor in an amorphous In-Ga-Zn oxide film. One electron is easy: a hydrogen atom with an effective mass and a permittivity. I then wanted to know whether the neutral donor can hold a second electron, so I tried the helium-style function $e^{-\zeta(r_1+r_2)}$ with nuclear charge 1 and minimized over $\zeta$. The energy comes out above that of the neutral donor with the other electron removed.

Does this mean that the second electron is not bound? I have been told that Chandrasekhar's function, with a different exponent for each electron, changes the answer. I don't see why such a small change should matter, since both electrons feel the same donor. And if there is binding, does it matter in a film at room temperature?

**Answer**

Your calculation does not show that the second electron is unbound. A variational energy is an upper bound, so a value above the threshold leaves the question open, while a value below it settles the matter. Two exponents do get below it.

**The model and its threshold**

Take a parabolic, isotropic band with mass $m$ (in free-electron masses), a static permittivity $\varepsilon$, and a point donor of charge $+1$. Measure lengths in a unit $a^*$. The kinetic energy then scales as $\hbar^2/(m\,m_e a^{*2})$ and every Coulomb energy as $e^2/(4\pi\varepsilon_0\varepsilon a^*)$. Requiring the two scales to be equal gives

$$a^*=\frac{\varepsilon}{m}\,a_0,\qquad \mathrm{Ha}^*=\frac{m}{\varepsilon^2}\,\mathrm{Ha},$$

and in these units

$$H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2-\frac1{r_1}-\frac1{r_2}+\frac1{r_{12}} .$$

If one electron is taken far away and left at rest at the band edge, the other has the hydrogenic energy $-1/2$. The second electron is therefore bound if the two-electron ground energy lies below $-1/2$.

**The integrals**

Let $u_a=\sqrt{a^3/\pi}\,e^{-ar}$, and likewise $u_b$. The spin singlet is antisymmetric, so its spatial part must be symmetric:

$$\psi=u_a(1)u_b(2)+u_b(1)u_a(2)\;\propto\; e^{-ar_1-br_2}+e^{-br_1-ar_2}.$$

Setting $a=b$ recovers your function. The overlap is

$$S=4(ab)^{3/2}\int_0^\infty r^2e^{-(a+b)r}dr=\frac{8(ab)^{3/2}}{(a+b)^3}.$$

The gradients of $u_a$ and $u_b$ are $-a u_a\hat r$ and $-b u_b\hat r$, so the kinetic matrix element is $\tfrac12\int\nabla u_a\cdot\nabla u_b=\tfrac12abS$. The attraction is $-4(ab)^{3/2}\int_0^\infty re^{-(a+b)r}dr=-4(ab)^{3/2}/(a+b)^2=-\tfrac12(a+b)S$. Hence

$$h_{ab}=\tfrac12S\,[ab-(a+b)],\qquad h_{aa}=\tfrac12a^2-a .$$

For the repulsion between the densities $u_a^2$ and $u_b^2$, first find the potential of $u_b^2$. Charge inside $r$ acts as if it were at the centre, and a shell of radius $s>r$ contributes $1/s$:

$$\phi_b(r)=\frac1r\int_0^r4b^3s^2e^{-2bs}ds+\int_r^\infty4b^3s\,e^{-2bs}ds .$$

The first term is $[1-e^{-2br}(1+2br+2b^2r^2)]/r$ and the second is $e^{-2br}(2b^2r+b)$. Their sum is $\phi_b=1/r-e^{-2br}(b+1/r)$. Averaging it over $u_a^2$ gives

$$\begin{aligned}
J&=4a^3\left[\frac1{4a^2}-\frac1{4(a+b)^2}-\frac{b}{4(a+b)^3}\right]\\
&=\frac{a\,[(a+b)^3-a^2(a+b)-a^2b]}{(a+b)^3}
=\frac{ab(a^2+3ab+b^2)}{(a+b)^3}.
\end{aligned}$$

The exchange integral $K$ is the self-repulsion of the distribution $u_au_b$. This distribution is $S$ times a normalized 1s density of exponent $c=(a+b)/2$. The formula for $J$ with both exponents equal to $c$ gives $5c/8$, so $K=5S^2(a+b)/16$.

Now expand $\langle\psi|H|\psi\rangle$. The norm is $2+2S^2$. Each of the two direct terms gives $h_{aa}+h_{bb}+J$, and each of the two cross terms gives $2Sh_{ab}+K$. Therefore

$$E=\frac{h_{aa}+h_{bb}+2Sh_{ab}+J+K}{1+S^2}.$$

**Reduction to one variable**

Write $a,b=\zeta(1\pm t)$ and $q=1-t^2$. Then $a+b=2\zeta$, $ab=\zeta^2q$, $a^2+b^2=2\zeta^2(2-q)$ and $S^2=64(ab)^3/(a+b)^6=q^3$. The pieces of the numerator become:

- kinetic: $\tfrac12(a^2+b^2)+S^2ab=\zeta^2(2-q+q^4)$;
- attraction: $-(a+b)(1+S^2)=-2\zeta(1+q^3)$;
- repulsion: $J+K=\tfrac18\zeta q(4+q)+\tfrac58\zeta q^3$, where $a^2+3ab+b^2=(a+b)^2+ab=\zeta^2(4+q)$ was used.

So $E=A\zeta^2-B\zeta$, with

$$A=\frac{2-q+q^4}{1+q^3},\qquad B=2-\frac{q(4+q+5q^2)}{8(1+q^3)} .$$

Setting $dE/d\zeta=0$ gives $\zeta=B/(2A)$ and

$$E(q)=-\frac{B^2}{4A}.$$

At this scale the kinetic energy $A\zeta^2=B^2/(4A)$ equals $-E$, which is the virial relation.

**One shared exponent**

Here $q=1$, so $A=1$ and $B=2-10/16=11/8$. Then $\zeta=11/16=0.6875$ and

$$E=-\frac{121}{256}=-0.47266\ \mathrm{Ha}^* .$$

This lies $0.02734\ \mathrm{Ha}^*$ above the threshold, as you found.

The energy is even in $t$, so equal exponents are a stationary point. To see of which kind, differentiate at $q=1$. The numerator of $A$ has value 2 and slope $-1+4=3$; so has its denominator, value 2 and slope 3. Hence $A'=(3\cdot2-2\cdot3)/4=0$. For the fraction in $B$, the numerator has value 10 and slope $4+2+15=21$, and the denominator has value 16 and slope 24, so $B'=-(21\cdot16-10\cdot24)/256=-3/8$. With $A=1$ and $A'=0$,

$$\frac{dE}{dq}=-\frac{BB'}2=\frac{33}{128},\qquad E\simeq-\frac{121}{256}-\frac{33}{128}\,t^2 .$$

Your minimum is thus a minimum along $\zeta$ but a maximum along $t$. The energy falls as soon as the exponents are allowed to differ. Direct two-electron integration at $t=0.03$ gives a coefficient of $-0.2575$, against $-33/128=-0.2578$; the remainder is of order $t^2$.

**Two exponents: a proof by hand**

No minimization is needed to prove binding. Choose $q=2/3$, so that $q^3=8/27$ and $q^4=16/81$. Then

$$A=\frac{4/3+16/81}{35/27}=\frac{124}{81}\cdot\frac{27}{35}=\frac{124}{105}.$$

In $B$, the bracket is $4+\tfrac23+\tfrac{20}9=\tfrac{62}9$, so

$$B=2-\frac{(2/3)(62/9)}{280/27}=2-\frac{124}{280}=\frac{109}{70}.$$

The energy follows:

$$E=-\frac{109^2}{70^2}\cdot\frac{105}{4\cdot124}=-\frac{35643}{69440}=-\frac12-\frac{923}{69440}.$$

That is $-0.51329\ \mathrm{Ha}^*$, below the threshold by $0.0133\ \mathrm{Ha}^*$. Since the true ground energy cannot be higher than a trial energy, the second electron is bound in this model, and by at least this much.

The exponents are $1.0399$ and $0.2786$ in units of $1/a^*$. Full minimization moves them to $a=1.0392$ and $b=0.2832$, with $E=-0.51330\ \mathrm{Ha}^*$. One exponent is close to that of the neutral donor, and the other describes a much more extended orbital. Because of the symmetrization, neither electron can be labelled as the inner or the outer one.

**What pays for the binding**

Compare the two functions, each at its own best exponents, in $\mathrm{Ha}^*$:

| | shared | split |
|---|---:|---:|
| kinetic | 0.4727 | 0.5133 |
| attraction | −1.3750 | −1.3225 |
| repulsion | 0.4297 | 0.2958 |

Splitting costs $0.041$ in kinetic energy and $0.053$ in attraction, but it saves $0.134$ in repulsion. The net gain of about $0.041$ exceeds the $0.027$ that was missing. Both electrons do feel the same donor, but each also feels the other, and a shared compact orbital keeps them too close together.

Different sizes alone are not sufficient, however. Drop the symmetrization and use the plain product $u_a(1)u_b(2)$. The terms containing $S$ and $K$ disappear, leaving

$$A=2-q,\qquad B=2-\frac q2-\frac{q^2}8 .$$

Binding requires $B^2/(4A)>1/2$, that is, $B^2>2A$. But

$$B^2-2A=q^2\left(-\frac14+\frac q8+\frac{q^2}{64}\right),$$

and for $0<q\le1$ the bracket is at most $-7/64$. The plain product never binds, whatever its exponents. Within this family, binding takes both the splitting and the cross terms that symmetrization brings.

The opposite limit, $q\to0$, shows the same thing. There $A=B=2$ and $\zeta=1/2$, so $a=1$ and $b=0$: a neutral donor plus an electron spread out at the band edge, with $E=-1/2$. The cross terms carry $S^2=q^3$, so to order $q^2$ the symmetrized function behaves like the plain product. Then $B^2-2A\simeq-q^2/4$, and with $4A\simeq8$,

$$E+\frac12=\frac{2A-B^2}{4A}\simeq\frac{q^2}{32}>0 .$$

Bringing in a very diffuse second electron at first raises the energy of this trial function. Binding appears only at larger $q$, where the cross terms can no longer be neglected.

**How good is 0.0133?**

You might suspect that the exponential shape was at fault in your attempt. Letting the shared orbital take any spherical shape available in a basis of ten s-type Gaussians lowers the energy to $-0.4879\ \mathrm{Ha}^*$, which is still unbound. Within that basis, it is the sharing that fails.

Configuration interaction, which mixes all two-electron products of the basis functions, gives $-0.5144\ \mathrm{Ha}^*$ with s functions and $-0.5273\ \mathrm{Ha}^*$ when p and d functions are added. The s value is not quite converged: the limit for functions of $r_1$ and $r_2$ alone is $-0.5145\ \mathrm{Ha}^*$. The two-exponent function thus recovers most of the binding available to s functions, but only about half of the $0.0273\ \mathrm{Ha}^*$ found with all three types. It contains no dependence on the angle between the electrons, so it cannot describe their tendency to stay on opposite sides of the donor. The larger basis is still finite, so $0.0273$ is itself a lower bound on the model's binding, apart from rounding.

**In your film**

Take rough typical values for amorphous In-Ga-Zn oxide: $m=0.34$ and $\varepsilon=10$. Then

$$a^*=\frac{10}{0.34}\times0.0529\ \mathrm{nm}=1.556\ \mathrm{nm},\qquad
\mathrm{Ha}^*=\frac{0.34}{10^2}\times27.21\ \mathrm{eV}=92.5\ \mathrm{meV}.$$

The neutral donor is $92.5/2=46.3$ meV deep. A finite-difference solution of the radial equation, set up directly in eV and nm, gives the same level. The second electron is bound by

$$E_b=0.0133\times92.5\ \mathrm{meV}=1.23\ \mathrm{meV},$$

and in the two-exponent function the mean distance of the farther electron is $4.80\times1.556=7.5$ nm. This function binds too weakly and is too extended. The free hydride ion has the same Hamiltonian in these units, and accurate correlated wave functions for it give a binding of $0.0278\ \mathrm{Ha}^*$ and a mean farther distance of about $4.0\,a^*$, here 2.6 meV and 6.2 nm. The estimates below use the two-exponent values unless stated otherwise; at $\varepsilon=10$, doubling $E_b$ halves the ratios to it but does not change the conclusions.

*Temperature.* At 300 K, $kT=25.9$ meV, 21 times the binding. To find the occupation, measure the chemical potential $\mu$ from the band edge. Let $N^0$ count the neutral donors in their ground level. That level has two spin states and the singlet one, and adding the second electron changes the energy by $-E_b$. Hence $N^-/N^0=\tfrac12e^{(\mu+E_b)/kT}$. For a non-degenerate band $n=N_ce^{\mu/kT}$, so

$$\frac{N^-}{N^0}=\frac{n}{2N_c}\,e^{E_b/kT}.$$

With $n=10^{17}$ cm$^{-3}$ and $N_c=4.97\times10^{18}$ cm$^{-3}$, this is $0.010\times1.05=0.0105$. There would be about one doubly occupied donor for every hundred neutral donors in the ground level, and the binding energy raises that ratio by only 5% of itself. Relative to all neutral donors the ratio is smaller still, because excited levels are also populated at 300 K: the $n=2$ levels lie only 34.7 meV above the ground level and have four times as many states. The small value of $n/N_c$, 0.02, justifies the non-degenerate formula. Thermal energy equals the binding at 14 K, but $N_c\propto T^{3/2}$ would then be about $5\times10^{16}$ cm$^{-3}$. If $n$ stayed at $10^{17}$ cm$^{-3}$, the band would be degenerate and this formula would fail.

*Other electrons and donors.* The Debye length at the same density and 300 K is 12 nm, comparable with the 7.5 nm extent, so screening has to be considered. If every Coulomb term is given a static factor $e^{-r/\lambda}$ with this length $\lambda$, a calculation with s functions reduces the neutral donor's depth from 46 to 35 meV, but the binding of the second electron only from 1.34 to 1.19 meV. With angular correlation included, the binding falls from 2.57 to 2.30 meV. In this simple picture, screening matters more for the donor level than for the second electron. The picture is rough, because a sphere of radius 12 nm holds only about 0.7 free electron at this density, too few for linear screening to be quantitative. If the donors are as dense as the electrons, the length $n^{-1/3}$ is 21.5 nm, only about three times that extent. For randomly placed donors the mean distance to the nearest neighbour is shorter still, about 12 nm.

*Field.* A lateral field of 0.01 MV/cm is 1 meV/nm. It drops 7.5 meV over 7.5 nm, six times the binding. With the accurate extent and binding the drop is 6.2 meV, still about 2.4 times the binding. For a triangular barrier of height $E_b$ and force $F$, the semiclassical tunnelling exponent is

$$G=\frac2\hbar\int_0^{E_b/F}\sqrt{2m m_e(E_b-Fx)}\,dx=\frac{4\sqrt{2m m_e}\,E_b^{3/2}}{3\hbar F}=0.17 .$$

With the accurate binding of 2.6 meV it would be about 0.5. Either value is below 1, so the barrier gives little protection. Both also lie outside the range where the semiclassical estimate is quantitative.

*Disorder and the lattice.* A band-tail width of roughly 15 meV is 12 times the binding, so the local potential is likely to matter more than this binding in deciding where a second electron sits. An amorphous film has no crystal axes, which makes an isotropic mass a reasonable assumption, but not an exact one. A rough phonon energy of 50 meV is close to the donor depth, so the static permittivity is doubtful for the compact orbital. With a high-frequency permittivity of 4, the polaron coupling is

$$\alpha=\left(\frac14-\frac1{10}\right)\sqrt{\frac{m}{2\omega}}=1.44,$$

where $\omega$ is the phonon energy in ordinary hartree. The weak-coupling shift of the band edge, $\alpha\hbar\omega=72$ meV, is large, but it must not be subtracted from $E_b$, because bound levels shift too. As a measure of the sensitivity, replacing 10 by 4 throughout multiplies $E_b$ by $(10/4)^2$, giving 7.7 meV, or 16 meV with the accurate binding. Both are still below $kT$ at 300 K, and $N^-/N^0$ stays near 0.01–0.02. The other comparisons do change in this limit. The extent shrinks to 3.0 nm (2.5 nm), so the field drop is below $E_b$, the tunnelling exponent rises to 2.7 (about 8), and 16 meV is as large as the band-tail width. The field and disorder conclusions above therefore hold only if the permittivity that acts is near the static value.

*The donor core.* In the neutral state, 0.7% of the electron lies within 0.3 nm of the centre. A core correction of 1 eV over that region would shift the neutral level by about 7 meV to first order. First order is only a rough guide at this strength: solving the radial equation with the correction included raises the level by 4.8 meV if the correction is repulsive and lowers it by 12.9 meV if it is attractive. None of these values is the shift of $E_b$: the two-electron level shifts as well, and only the difference between the two shifts enters $E_b$. That difference is not computed here.

For these values, then, the bound second electron is a property of the ideal isolated donor, and I would not build a room-temperature device model on it. Nor should it be identified with a hydride ion on an oxygen site. There, two electrons sit within atomic distances of the proton, and effective-mass theory with a uniform permittivity does not apply. The numerical output below lists the main inputs and results of the two-exponent estimates.

## Table of computed values

```
Effective atomic units (Ha*, a*)
shared exponent: 0.6875 1/a*
shared exponent energy: -0.47266 Ha*
shared energy minus threshold: 0.02734 Ha*
coefficient of t^2 at t=0.03: -0.2575 Ha*
hand choice q=2/3: A=124/105, B=109/70
hand choice exponents: 1.0399, 0.2786 1/a*
hand choice energy: -35643/69440 = -0.513292 Ha*
best q: 0.6732; zeta: 0.6612 1/a*
best exponents a, b: 1.0392, 0.2832 1/a*
two-exponent energy: -0.513303 Ha*
binding of second electron: 0.013303 Ha*
shared: kinetic 0.4727, nuclear -1.3750, repulsion 0.4297 Ha*
split: kinetic 0.5133, nuclear -1.3225, repulsion 0.2958 Ha*
mean larger radius, shared: 2.864 a*
mean larger radius, split: 4.796 a*
plain product, lowest in scan q=0.2-1: -0.49875 Ha*
free-shape shared orbital: -0.4879 Ha*
CI, s functions: -0.5144 Ha*
CI, s+p+d functions: -0.5273 Ha*
Donor in amorphous In-Ga-Zn oxide (rough inputs)
mass 0.34 m_e; permittivity 10; high-freq. 4
phonon 50 meV; band tail 15 meV
electrons 1e+17 cm^-3; T 300 K; field 0.01 MV/cm
effective bohr: 1.556 nm
effective hartree: 92.52 meV
neutral donor depth: 46.26 meV
finite-difference donor level: -46.26 meV
second-electron binding: 1.231 meV
mean larger radius: 7.46 nm
thermal energy kT: 25.85 meV
temperature where kT = binding: 14.3 K
band density of states Nc: 4.97e+18 cm^-3
degeneracy measure n/Nc: 0.0201
occupation ratio N-/N0: 0.0105
Debye length: 11.95 nm
donor spacing at equal density: 21.5 nm
field drop over larger radius: 7.46 meV
tunnelling exponent: 0.172
band tail / binding: 12.2
polaron coupling alpha: 1.44
polaron band shift: 72.1 meV
binding with high-freq. permittivity: 7.69 meV
neutral-donor weight within 0.3 nm: 0.0072
```
